# Mean-field hopping near equilibrium as a symmetric resistor network

**Q.** Electrons hop between localized sites in a disordered semiconductor. A hop up in energy is slow and the return hop is fast. How could a resistor, which has one value in both directions, describe such a pair?

**A.** The rate is only one factor in the traffic between two sites. A hop also needs an electron at the start and a vacancy at the end. Let site $i$ have energy $E_i$ and hold at most one electron, with mean occupation $f_i$. Let $w_{ij}$ be the rate of the hop $i\to j$ when $i$ is occupied and $j$ is empty. I take the electron flux to be

$$\Gamma_{ij}=f_i(1-f_j)\,w_{ij}. \tag{1}$$

This is a mean-field assumption, since it replaces the probability "occupied here and empty there" by a product. I also assume that the hops are driven by a bath at temperature $T$, so that the rates obey local detailed balance:

$$\frac{w_{ij}}{w_{ji}}=e^{-(E_j-E_i)/kT}. \tag{2}$$

Spin and the Coulomb interaction between carriers are left out for now. In equilibrium at chemical potential $\mu$,

$$f_i=\frac{1}{1+e^{x_i}},\qquad x_i=\frac{E_i-\mu}{kT},\qquad \frac{f_i}{1-f_i}=e^{-x_i}.$$

The ratio of the two equilibrium fluxes is then

$$\frac{\Gamma^0_{ij}}{\Gamma^0_{ji}}=\frac{f_i}{1-f_i}\,\frac{1-f_j}{f_j}\,\frac{w_{ij}}{w_{ji}}=e^{-x_i}\,e^{x_j}\,e^{-(x_j-x_i)}=1 .$$

The rates are unequal, but the fluxes are equal. The symmetric quantity is the equilibrium traffic $\Gamma^0_{ij}$.

**Q.** That is equilibrium, where no current flows. Under bias the occupations change, the site energies shift, and the rates change with them. You will have to expand all of these.

**A.** A change of variable avoids most of that expansion. For any $f_i$ between 0 and 1, define a local electrochemical potential $\mu_i$ by

$$\frac{f_i}{1-f_i}=e^{(\mu_i-E_i)/kT}, \tag{3}$$

where $E_i$ is now the site energy including its electrostatic shift. This restates $f_i$ and does not assume local equilibrium. If (2) holds at the shifted energies, then

$$\frac{\Gamma_{ij}}{\Gamma_{ji}}=e^{(\mu_i-E_i)/kT}\,e^{-(\mu_j-E_j)/kT}\,e^{-(E_j-E_i)/kT}=e^{(\mu_i-\mu_j)/kT}.$$

The site energies cancel, and the net flux is

$$\Gamma_{ij}-\Gamma_{ji}=\Gamma_{ji}\left[e^{(\mu_i-\mu_j)/kT}-1\right]. \tag{4}$$

Within mean field this holds at any bias. Now write $\mu_i=\mu+kT\,u_i$ with small $u_i$, and let the shifts of the site energies, in units of $kT$, be small to the same order. The bracket is $u_i-u_j$ plus second-order terms, so it is already of first order. The factor in front may therefore be taken at equilibrium, because its own change would multiply a small bracket and give a second-order term:

$$\Gamma_{ij}-\Gamma_{ji}=\Gamma^0_{ij}\,(u_i-u_j)+O(u^2). \tag{5}$$

For this reason the field dependence of the rate prefactor does not appear in the linear conductance.

**Q.** Electrons carry negative charge. Do the signs survive when you turn this into a current and a voltage?

**A.** They do. The electrical current from $i$ to $j$ is $-e$ times the net electron flux, with $e>0$. Define the node voltage $\Phi_i=-\mu_i/e$, so that $u_i-u_j=-e(\Phi_i-\Phi_j)/kT$. The two minus signs cancel:

$$I_{ij}=-e\,\Gamma^0_{ij}(u_i-u_j)=G_{ij}(\Phi_i-\Phi_j),\qquad G_{ij}=\frac{e^2\,\Gamma^0_{ij}}{kT}=G_{ji}. \tag{6}$$

The node voltage is the electrochemical one, not the electrostatic potential. If the bias shifts the energy of site $i$ by $U_i$, then (3) gives

$$\delta f_i=f_i(1-f_i)\left(u_i-\frac{U_i}{kT}\right).$$

The profile $U_i$ affects how much charge sits on the site, but not the linear steady current between given contacts.

**Q.** A contact is not a site with one electron on it. Why should it obey the same law?

**A.** It does if its exchange rates obey detailed balance too. Let contact $c$ fill the empty site $i$ at rate $k^{\rm in}$ and empty the occupied site at rate $k^{\rm out}$, with $k^{\rm in}/k^{\rm out}=e^{-(E_i-\mu_c)/kT}$. By (3), the ratio of filling flux to emptying flux is

$$\frac{(1-f_i)k^{\rm in}}{f_ik^{\rm out}}=e^{(E_i-\mu_i)/kT}\,e^{-(E_i-\mu_c)/kT}=e^{(\mu_c-\mu_i)/kT}.$$

The net flux into the site is therefore $f_ik^{\rm out}[e^{(\mu_c-\mu_i)/kT}-1]$. This is (4) again, with $\Gamma^0_{ci}=f_ik^{\rm out}$ at equilibrium. In the steady state the fluxes leaving each site sum to zero:

$$\sum_j\Gamma^0_{ij}(u_i-u_j)=0, \tag{7}$$

where $j$ runs over sites and contacts, and $u$ is fixed on the contacts. These are Kirchhoff's equations.

I compared this with the nonlinear equations built directly from (1), for seven sites with energies within $2kT$ of $\mu$. The bias was $\pm10^{-3}\,kT/e$, with a random potential profile of up to the same size. Threshold, single-phonon and Marcus rates were each used. The largest relative difference in linear conductance was $1.2\times10^{-7}$.

**Q.** If I linearize the rate equations in $f_i$, I get an asymmetric matrix. Is there a conflict?

**A.** No, the asymmetry comes from the coordinates. At fixed energies $u_j=\delta f_j/[f_j(1-f_j)]$, so

$$\frac{d\,\delta f_i}{dt}=-\sum_j\Gamma^0_{ij}(u_i-u_j)=-\sum_jL_{ij}\,\frac{\delta f_j}{f_j(1-f_j)},$$

where $L_{ii}=\sum_{j}\Gamma^0_{ij}$, including contacts, and $L_{ij}=-\Gamma^0_{ij}$ for $i\ne j$. The contacts are held at $u=0$ here. With $D={\rm diag}[f_i(1-f_i)]$ the matrix is $-LD^{-1}$, which is asymmetric when linked sites differ in $f_i(1-f_i)$. It is similar to the symmetric matrix $-D^{-1/2}LD^{-1/2}$. If every site is linked to a contact, directly or through others, $L$ is positive definite. All perturbations then decay, and the linear steady state is unique.

**Q.** The Miller-Abrahams resistor can be written with three absolute values in an exponent. Where do they come from?

**A.** They come from a particular rate law, the threshold law. Take

$$w_{ij}=\nu_0e^{-2r_{ij}/a}\min\left(1,e^{-(x_j-x_i)}\right),$$

where $r_{ij}$ is the distance, $a$ the localization radius and $\nu_0$ the attempt rate. The three energy factors can be rewritten as

$$f_i=\frac{e^{-x_i/2}}{2\cosh(x_i/2)},\qquad 1-f_j=\frac{e^{x_j/2}}{2\cosh(x_j/2)},$$

$$\min(1,e^{-d})=e^{-d/2}e^{-|d|/2},\qquad d=x_j-x_i .$$

In the product, $e^{(x_j-x_i)/2}$ cancels $e^{-d/2}$, leaving

$$\Gamma^0_{ij}=\nu_0e^{-2r_{ij}/a}\,\frac{e^{-|x_i-x_j|/2}}{4\cosh(x_i/2)\cosh(x_j/2)}. \tag{8}$$

Since $2\cosh(x/2)=e^{|x|/2}(1+e^{-|x|})$, this equals

$$\Gamma^0_{ij}=\frac{\nu_0\,e^{-2r_{ij}/a}\,e^{-(|x_i|+|x_j|+|x_i-x_j|)/2}}{(1+e^{-|x_i|})(1+e^{-|x_j|})}.$$

When both energies are many $kT$ from $\mu$, the denominator tends to 1 and the familiar exponential remains. When both lie at $\mu$, the denominator is 4. The exponential form therefore overestimates a site-site conductance by at most a factor of 4.

**Q.** So far you have used the product in (1). Does linearization remove the correlations?

**A.** It does not. Let $\eta_i$ be 0 or 1 in a given configuration. The master equation gives, before any factorization,

$$\frac{d\langle\eta_i\rangle}{dt}=\sum_j\left[w_{ji}\langle\eta_j\rangle-w_{ij}\langle\eta_i\rangle+(w_{ij}-w_{ji})\langle\eta_i\eta_j\rangle\right]$$

plus contact terms linear in $\eta_i$. With unequal energies the last term stays, and $\langle\eta_i\eta_j\rangle$ can depart from $f_if_j$ at first order in the bias. With equal site energies $w_{ij}=w_{ji}$, the correlation drops out, and the network gives the linear conductance of the full exclusion process.

**Q.** Then what is the network in the general case? An uncontrolled guess?

**A.** It is an upper bound on the linear conductance. At equilibrium the configurations have the product distribution $\pi_0(\eta)=\prod_if_i^{\eta_i}(1-f_i)^{1-\eta_i}$. For a transition $\eta\to\eta'$, let $K$ be the equilibrium flux, equal in both directions by detailed balance. Under bias write $\pi=\pi_0(1+F)$ with small $F(\eta)$. Let $A$ be the first-order change of the logarithm of the forward-to-backward rate ratio. The net flux is

$$K(1+F+\delta\ln w_{\rm f})-K(1+F'+\delta\ln w_{\rm b})=K(F-F'+A).$$

In the steady state these fluxes balance at every configuration. That is the condition for a minimum over $F$ of the convex sum

$$P[F]=\sum K(F-F'+A)^2 ,$$

taken once over each transition. Let the bias enter through the contacts, with $A=v_L$ for an entry from the left and $A=v_R$ for one from the right. At the minimum, flux balance makes the sum of flux times $(F-F')$ vanish, so $P=\sum K(F-F'+A)A$. With $J$ the electron current from left to right, this is $Jv_L-Jv_R=gv^2$, where $v=v_L-v_R$ and $g=J/v$ is the conductance in units of rate.

Now restrict $F$ to the form $\sum_iu_i\eta_i$. For a hop $i\to j$, $F-F'=u_i-u_j$; for an entry into $i$ from the left, $F-F'+A=v_L-u_i$. Summing $K$ over all configurations of the other sites gives $f_i(1-f_j)w_{ij}=\Gamma^0_{ij}$. The restricted sum is thus the power of the resistor network divided by $kT$, and minimizing it over $u_i$ gives (7). A minimum over fewer functions cannot be lower, so

$$g_{\rm full}\le g_{\rm network}. \tag{9}$$

A potential profile adds $(U_i-U_j)/kT$ to $A$ for a hop and $-U_i/kT$ for an entry. Adding $-\sum_iU_i\eta_i/kT$ to $F$ cancels both, so the bound is unchanged.

For the seven-site cluster with threshold rates, the full master equation gives 0.997 of the network conductance. With all seven energies equal, the ratio is 1.000000.

**Q.** A loss of 0.3% would not worry me. Can the bound be poor?

**A.** Yes, and two sites suffice. Put site 1 at $x_1=-X$ beside the left contact and site 2 at $x_2=+X$ beside the right one. Let $s$ be the downhill rate at each contact and $t$ the downhill rate between the sites, and set $q=e^{-X}$. With threshold rates, leaving site 1 or entering site 2 through a contact has rate $sq$, and the hop $1\to2$ has rate $tq^2$.

The configurations $(1,0)$, $(0,1)$, $(0,0)$ and $(1,1)$ have weights $1$, $q^2$, $q$ and $q$, all divided by $(1+q)^2$. Multiplying weights by rates gives the equilibrium fluxes, again over $(1+q)^2$:

- $(1,0)\leftrightarrow(0,1)$: $tq^2$
- $(1,0)\leftrightarrow(0,0)$ and $(1,0)\leftrightarrow(1,1)$: $sq$ each
- $(0,1)\leftrightarrow(0,0)$ and $(0,1)\leftrightarrow(1,1)$: $sq^2$ each

A cycle that carries one electron across starts with the hop $(1,0)\to(0,1)$. It returns through $(1,1)$ if site 1 refills first, or through $(0,0)$ if site 2 empties first. Both returns have the same driving force and the same resistance, $1/(sq)+1/(sq^2)=(1+q)/(sq^2)$. They act in parallel, in series with the hop:

$$\frac1{g_{\rm full}}=\frac{(1+q)^2}{q^2}\left[\frac1t+\frac{1+q}{2s}\right].$$

The site network has two contact conductances $sq/(1+q)$ and one site-site conductance $tq^2/(1+q)^2$, all in series:

$$\frac1{g_{\rm network}}=\frac{2(1+q)}{sq}+\frac{(1+q)^2}{tq^2}=\frac{(1+q)^2}{q^2}\left[\frac1t+\frac{2q}{s(1+q)}\right].$$

Hence

$$\frac{g_{\rm full}}{g_{\rm network}}=\frac{1/t+2q/[s(1+q)]}{1/t+(1+q)/(2s)}. \tag{10}$$

For $t\ll s$ the hop is the bottleneck and the ratio tends to 1. For $t\gg s$ it tends to $4q/(1+q)^2$, which is small when $X$ is large. The electron then usually falls back into the vacancy it left before a contact can change either site. The network misses this because it treats the two occupations as independent. For $X=3$, the full master equation gives ratios of 0.996, 0.718 and 0.196 at $t/s=0.01$, 1 and 100, in agreement with (10).

**Q.** Show me one resistor with numbers in it.

**A.** Take $T=30$ K, so $kT=2.585$ meV, and $\mu=-60$ meV measured from the mobility edge. Two sites at $-65$ and $-50$ meV lie 5 nm apart, with $a=1$ nm and $\nu_0=10^{12}\ {\rm s^{-1}}$. Then $x_i=-5/2.585=-1.934$ and $x_j=10/2.585=3.868$, which give $f_i=0.8737$ and $f_j=0.02047$. The tunnelling factor is $e^{-10}=4.54\times10^{-5}$. The downward rate is $4.54\times10^7\ {\rm s^{-1}}$ and the upward rate $1.3714\times10^5\ {\rm s^{-1}}$, a ratio of about 330. The fluxes are

$$0.8737\times(1-0.02047)\times1.3714\times10^5=1.174\times10^5\ {\rm s^{-1}},$$

$$0.02047\times(1-0.8737)\times4.54\times10^7=1.174\times10^5\ {\rm s^{-1}}.$$

From (6), with $kT/e=2.585\times10^{-3}$ V,

$$G_{ij}=\frac{1.602\times10^{-19}\times1.174\times10^5}{2.585\times10^{-3}}\ {\rm S}=7.3\times10^{-12}\ {\rm S},$$

or $1.4\times10^{11}\ \Omega$.

**Q.** And a whole film? Solving hundreds of equations with such disparate conductances sounds delicate.

**A.** Nodes can be removed one at a time. For node $k$, (7) gives $u_k=\sum_j\Gamma^0_{kj}u_j/S_k$ with $S_k=\sum_j\Gamma^0_{kj}$. The flux from $i$ into $k$ is then

$$\Gamma^0_{ik}(u_i-u_k)=\sum_j\frac{\Gamma^0_{ik}\Gamma^0_{kj}}{S_k}(u_i-u_j).$$

Removing $k$ therefore adds $\Gamma^0_{ik}\Gamma^0_{kj}/S_k$ to each remaining link $ij$. No subtraction occurs, so small conductances are not lost to rounding.

I used a film 40 nm thick with contacts on both faces, and six random patches 40 nm wide, periodic in the plane. Each has 640 sites, or $10^{19}\ {\rm cm^{-3}}$, in an exponential tail of width 30 meV below the mobility edge. The other parameters are those of the pair. The mean patch conductance is $4.3\times10^{-13}$ S. For a cube the conductivity is conductance divided by side:

$$\sigma=\frac{4.3\times10^{-13}\ {\rm S}}{4.0\times10^{-6}\ {\rm cm}}\approx1.1\times10^{-7}\ {\rm S/cm}.$$

With a carrier density $n=1.37\times10^{18}\ {\rm cm^{-3}}$, the effective mobility $\sigma/(en)$ is about $5\times10^{-7}\ {\rm cm^2/Vs}$. Both are effective values for a film of this thickness, not bulk properties: at 40 nm the result still depends on the distance between the contacts. With the same parameters the conductivity is about 6 times higher at 20 nm and about half as large at 80 nm. The patches range from $1.8$ to $9.2\times10^{-13}$ S, so six of them fix the order of magnitude and little more. In the first patch, the full conductances give 0.90 of the result of the exponential form.

**Q.** How small must the voltage be for "linear" to mean anything here?

**A.** Smaller than the film thickness suggests, because the voltage is shared unevenly. In the first patch, the resistor that dissipates most takes 50% of the voltage and 40% of the power. Its own drop reaches $kT/e$ at a total bias of $2.585/0.502=5.15$ mV, a mean field of about $1.3\times10^{-3}$ MV/cm. There the bracket in (4) is no longer close to its linear term. The factor in front of it changes as well and can offset part of the deviation, so 5 mV is a cautious scale and not a sharp limit. A bias well below it is the safe choice. One volt across this film would be far outside the range.

**Q.** Does this describe a real oxide film, or only its parameters?

**A.** The parameters are rough values in the regime of tail states in amorphous InGaZnO at low temperature. The localization radius and attempt rate are poorly known. All conductances scale with $\nu_0$. For a 5 nm hop a radius of 1.5 nm instead of 1 nm raises the tunnelling factor about 28 times, and it raises the film conductivity at 30 K about 120 times. The value 1 nm is on the low side: the estimate $\hbar/\sqrt{2m|E|}$ with the band mass used below gives 1.4 nm at 60 meV and 3.3 nm at 10 meV below the edge. Transistors of this material work near room temperature, far from 30 K. For rough band values, a mass of 0.34 electron masses and a mobility of $10\ {\rm cm^2/Vs}$, the model gives:

| $T$ | hopping (S/cm) | band (S/cm) |
|---|---|---|
| 30 K | $1.1\times10^{-7}$ | $2.1\times10^{-11}$ |
| 300 K | $1.3\times10^{-4}$ | $0.78$ |

Here $\mu$ is held at $-60$ meV. The band values use Boltzmann statistics and one mobility at both temperatures; Fermi statistics lower the 300 K entry by about 3%. Hopping dominates the model at 30 K. At 300 K it is negligible beside band conduction for $a=1$ nm, but it reaches about a tenth of the band value for $a=2.5$ nm.

One assumption that is badly strained at 30 K is the neglect of Coulomb interaction. At the mean carrier distance of 9 nm and a relative permittivity of 10, the unscreened energy is 16 meV, or $6.2\,kT$. If all of it acted as an extra activation energy, the conductance would be multiplied by $e^{-6.2}\approx0.002$. That is a scale for the uncertainty, not a prediction, since screening and correlated motion are not treated. Spin matters less. If a site may hold either spin but not two electrons, $f_i/(1-f_i)$ becomes $2e^{-x_i}$, and at fixed $\mu$ the first patch conducts 1.8 times better. Over the six patches the factor runs from 1.1 to 1.8. It stays below 2 because more electrons also mean fewer vacancies. Each conductance changes by a factor between 1/2 and 2, and so does that of the whole network.

**Q.** And the correlations, which could cost a factor of five in your two-site case?

**A.** I solved the full master equation for 24 clusters of seven sites, drawn with the film's density, energies and temperature and placed between two contacts. The median ratio to the network is 1.000 and the lowest is 0.996. The large loss of the two-site case does not appear in this sample, but the sample is small and favourable: the clusters are only about 9 nm across, so every site is near a contact. In seven-site clusters of the same density stretched to 20 nm between the contacts, and so only about 6 nm wide, the median ratio stays at 1.000, but about one in ten loses more than 10% and the worst of 120 keeps less than a third of the network conductance. Such narrow clusters offer fewer parallel paths than a film. For the film itself, what is established without interactions is the bound (9), not the size of the loss. The numerical output below lists the values of the main calculation.

## Computed values

```
largest relative error, linear mean field: 1.2e-07
exact/network, mild 7-site cluster: 0.9973
exact/network, equal energies: 1.000000
two-site level offset X: 3.0 kT
two-site exact/network at t/s = 0.01: 0.9957
two-site exact/network at t/s = 1: 0.7180
two-site exact/network at t/s = 100: 0.1960
temperature: 30 K
kT: 2.5852 meV
site density: 1.0e+19 cm^-3
localization radius: 1.0 nm
tail width: 30 meV
chemical potential from mobility edge: -60 meV
attempt rate: 1.0e+12 s^-1
pair energies: -65 and -50 meV
pair distance: 5.0 nm
pair x_i, x_j: -1.9341, 3.8682
pair occupations f_i, f_j: 0.87370, 0.02047
pair tunnelling factor: 4.5400e-05
upward rate: 1.3714e+05 s^-1
downward rate: 4.5400e+07 s^-1
upward equilibrium flux: 1.1737e+05 s^-1
downward equilibrium flux: 1.1737e+05 s^-1
pair conductance: 7.2738e-12 S
pair resistance: 1.3748e+11 ohm
patch side and film thickness: 40 nm
sites per patch: 640
number of patches: 6
carrier density: 1.366e+18 cm^-3
mean patch conductance: 4.300e-13 S
smallest patch conductance: 1.801e-13 S
largest patch conductance: 9.173e-13 S
hopping conductivity, 30 K: 1.075e-07 S/cm
effective mobility, 30 K: 4.910e-07 cm^2/(V s)
full/asymptotic conductance, patch 1: 0.897
power share of hottest resistor, patch 1: 0.396
voltage share of hottest resistor: 0.502
bias putting kT/e on it: 5.15 mV
mean field at that bias: 1.29e-03 MV/cm
assumed band mass: 0.34 electron masses
assumed band mobility: 10 cm^2/(V s)
band conductivity, 30 K: 2.10e-11 S/cm
hopping conductivity, 300 K: 1.34e-04 S/cm
band conductivity, 300 K: 7.83e-01 S/cm
assumed relative permittivity: 10
mean carrier distance: 9.01 nm
Coulomb energy there: 16.0 meV = 6.2 kT
conductance ratio with spin, patch 1: 1.826
film-like clusters: 24 of 7 sites
exact/network, cluster median: 1.000
exact/network, cluster minimum: 9.96e-01
```
